Chebyshev moments and the chemical-potential search without new matrix products, part 2

We seek the electron number N, band energy E, entropy S and grand potential Ω from Chebyshev moments m_n = Tr T_n(X), X = (H − b)/a. The real symmetric D×D Hamiltonian H has eigenvalues ε_i in [b − a, b + a], so |m_n| ≤ D; a may be the largest absolute row sum of H − b. With chemical potential μ, τ = k_B T, entropy in units of k_B and y = (ε − μ)/τ,

f = 1/(e^y + 1),
s = −f ln f − (1 − f) ln(1 − f),
ω = −τ ln(1 + e^{−y}). (5)

Then ω = εf − τs − μf and ∂ω/∂τ = −s. Exactly, N = g Σ_i f(ε_i), g = 2; E, S, Ω use εf, s, ω. Each such function F, with x = (ε − b)/a = cos θ, has coefficients c_n, called f_n, e_n, s_n, ω_n:

F(cos θ) = Σ_{n≥0} c_n cos nθ,
c_n = ((2 − δ_{n0})/π) ∫₀^π F(cos θ) cos nθ dθ. (11)

Subscript M marks g Σ_{n≤M} ĉ_n m_n, with ĉ_n the K-node quadrature of c_n, K > M; its error is at most

B_F = gD ( Σ_{n>M} |c_n| + Σ_{n≥2K−M} |c_n| ). (16)

Also

2 T_j T_k = T_{j+k} + T_{|j−k|}. (13)

Ω_M = E_M − τS_M − μN_M,
∂Ω_M/∂μ = −N_M,  ∂Ω_M/∂τ = −S_M. (18)

dN/dμ = (g/τ) Σ_i f(ε_i)[1 − f(ε_i)] > 0, (19)

f has poles at x = z_l and conjugates. With x_μ = (μ − b)/a and |w_l| < 1,

z_l = x_μ + iπ(2l + 1)τ/a,  l = 0, 1, 2, … (20)

w_l + 1/w_l = 2z_l,  1/w_l − w_l = 2r_l. (21)

For n ≥ 1,

f_n = (4τ/a) Re Σ_{l≥0} w_l^n / r_l. (22)

The other coefficients follow.

Example: periodic 12×12 square lattice, D = 144, neighbour hopping −1 eV, site energies −2 + cos(j²) eV (j = 0, …, 143), b = −2 eV, a = 5 eV; at τ = 0.1 eV, N_e = 100, μ = −2.785445 eV.

**Lemma 6.** For n ≥ 2,

ω_n = (4τ/n) Re Σ_l w_l^n, (24)

s_n = 4 Re Σ_l w_l^n [ (z_l − x_μ)/r_l − 1/n ], (25)

e_n = ω_n + τs_n + μf_n. (26)

Proof. From (5), dω/dε = f, hence dω/dθ = −a f sin θ with ε = b + a cos θ. Integrating (11) by parts, where the boundary terms vanish because sin nθ is zero at both ends,

ω_n = −(2/(πn)) ∫₀^π (dω/dθ) sin nθ dθ
= (2a/(πn)) ∫₀^π f sin θ sin nθ dθ
= (a/(πn)) ∫₀^π f [cos(n − 1)θ − cos(n + 1)θ] dθ
= (a/(2n)) (f_{n−1} − f_{n+1}). (27)

The last step uses (11) with the factor 2/π, which applies to f_{n−1} when n ≥ 2. By (21), w^{n−1} − w^{n+1} = w^n (1/w − w) = 2r w^n. Inserting (22) into (27),

ω_n = (a/(2n)) (4τ/a) Re Σ_l 2w_l^n = (4τ/n) Re Σ_l w_l^n.

For the entropy, s = −∂ω/∂τ at fixed ε and μ, and therefore s_n = −∂ω_n/∂τ. Differentiating r² = z² − 1 gives dr/dz = z/r, so

dw/dz = 1 − z/r = −w/r.

From (20), ∂z_l/∂τ = (z_l − x_μ)/τ. Hence

∂ω_n/∂τ = (4/n) Re Σ_l w_l^n + (4τ/n) Re Σ_l n w_l^{n−1} (−w_l/r_l)(z_l − x_μ)/τ
= 4 Re Σ_l w_l^n [ 1/n − (z_l − x_μ)/r_l ].

The sign change gives (25). Differentiation term by term is allowed because, for n ≥ 2, the differentiated terms fall off at least as l^{−2}, uniformly for τ in any closed interval of positive values. Finally, (26) is the identity εf = ω + τs + μf, taken coefficient by coefficient. ∎

The program tests (22) and (24) to (26) against quadrature of (11) for six degrees from 2 to 300. From degree 3 on, the largest deviation is 4·10⁻¹⁴. For degree 2 the pole sums for ω, s and εf converge slowly, with a remainder inversely proportional to the number of poles kept, and a correspondingly larger tolerance is allowed.

**Rate of convergence.** Of all poles, z_0 is nearest to the real axis. It governs large n, and the coefficients decay as |w_0|^n apart from factors that vary slowly or oscillate. Let |x_μ| < 1, x_μ = cos θ_μ and η = πτ/a. Writing z_0 = cos φ and expanding to first order in η,

φ ≈ θ_μ − iη/sin θ_μ,  w_0 = e^{−iφ} ≈ e^{−iθ_μ} e^{−η/sin θ_μ}, (28)

so that the rate per degree is

−ln|w_0| ≈ πτ / (a √(1 − x_μ²)). (29)

The expansion requires η to be small compared with 1 − x_μ². For a fixed x_μ and a fixed reduction of the coefficients, the necessary M is thus proportional to a/τ. A window wider than needed and a lower temperature both cost matrix products.

In the opposite regime τ ≫ a, with μ in the window, |z_0| is large, w_0 ≈ 1/(2z_0) and |w_0| ≈ a/(2πτ), so a few moments suffice.

At τ = 0 the function f is a step, and (11) gives, for |x_μ| < 1,

f_n = (2/π) ∫_{θ_μ}^{π} cos nθ dθ = −2 sin(nθ_μ)/(πn).

This decay is algebraic, and Σ|f_n| diverges. The bound (16) is then useless for N, which is why the theorem requires T > 0.

Comparing (24) with (22), each pole term of ω_n is a r_l/n times the corresponding term of f_n. The grand potential therefore gains a factor 1/n over the electron number. The entropy has no such gain, because the first term in the bracket of (25) does not fall off with n.

**Example: errors and bounds.** For the lattice of the first half at τ = 0.1 eV and N_e = 100,

x_μ = (−2.78545 + 2)/5 = −0.15709,

and (29) gives 0.0628319/0.987584 = 0.06362 per degree. The value computed from w_0 itself is 0.06358. Going from M = 100 to M = 200 should reduce the bound by about e^{−6.36} = 1.7·10⁻³. At the exact μ the errors of N relative to diagonalization, and their bounds, are, in electrons:

M = 100: error 4.8·10⁻³, bound 4.0·10⁻¹
M = 200: error 2.0·10⁻⁵, bound 7.0·10⁻⁴
M = 400: error 2.5·10⁻¹¹, bound 2.1·10⁻⁹

The bounds follow the expected factor. They lie well above the errors because (16) replaces every |m_n| by D and ignores cancellation between terms. For Ω the error at M = 100 is 3.4·10⁻⁵ eV.

At fixed μ the identity of (18) also relates the errors: δE = δΩ + τδS + μδN. At M = 100 the last term has magnitude 2.785 × 4.8·10⁻³ = 1.3·10⁻² eV, and it accounts for most of the error of E, which is 1.3·10⁻² eV. This part is the energy of the miscounted electrons, and it depends on where the zero of energy is placed.

The moments up to 400 can also be used at τ = 0.05 eV. Halving τ at fixed M has nearly the effect of halving M at fixed τ, and the bound for N returns to 7.0·10⁻⁴, with an actual error of 4.5·10⁻⁶. At τ = 0.2 eV the computed bound is 2·10⁻²⁰, while the error found is 1.3·10⁻¹³. This does not contradict (16), which holds for exact arithmetic: the remainder is rounding error, for which the tests allow 10⁻⁹.

**Proposition 2 (error of the root).** Let μ* be the exact chemical potential, N(μ*) = N_e, and μ_M a root of N_M(μ) = N_e. Then

|N(μ_M) − N_e| ≤ B_f(μ_M), (30)

where B_f is the bound (16) for F = f, and, if N_M′ = dN_M/dμ does not vanish at the intermediate point ξ,

μ_M − μ* = −[N_M(μ*) − N_e] / N_M′(ξ), (31)

with ξ between μ* and μ_M.

Proof. Since N_M(μ_M) = N_e, the left side of (30) is |N(μ_M) − N_M(μ_M)|, to which (16) applies. For (31), the mean value theorem gives N_M(μ_M) = N_M(μ*) + N_M′(ξ)(μ_M − μ*). Set the left side equal to N_e and solve. ∎

If N_M′(ξ) is close to the exact slope (19), that slope may be used instead. In the example dN/dμ = 47.14 per eV. At M = 100 the number at μ* is too large by 4.8·10⁻³, so the predicted shift is −4.8·10⁻³/47.14 = −1.02·10⁻⁴ eV. The search with M = 100 gives the same shift to three digits.

**Proposition 3 (free energy at the root).** Let A = E − τS be the free energy at N_e electrons, and A_M its approximation at μ_M. Then

A_M − A = [Ω_M(μ*) − Ω(μ*)] + ∫_{μ*}^{μ_M} [N_e − N_M(μ)] dμ. (32)

Proof. By (18), A_M = Ω_M(μ_M) + μ_M N_e, and likewise A = Ω(μ*) + μ* N_e. The function Ω_M(μ) + μN_e has the derivative N_e − N_M(μ), so its increase from μ* to μ_M is the integral in (32). Adding and subtracting Ω_M(μ*) gives the result. ∎

The first term is an error of Ω, the quantity with the additional factor 1/n. The integrand of the second vanishes at μ_M. When the shift is small, the integral is therefore of second order in it. When the shift is large, the integral can still be small, provided that N_M stays close to N_e along the way. That is the situation in a gap.

**A gap.** Replace the site energies by −2 ± 2 eV, alternating like the colours of a chessboard, and keep the hopping. Let λ(q) be the energy of a plane wave q due to hopping alone. The alternating term couples q to q + (π, π), and λ changes sign under this displacement. Relative to b = −2 eV, each such pair gives, in eV, the matrix

( λ 2 )
( 2 −λ ), with eigenvalues ±√(λ² + 4).

On the 12×12 lattice some plane waves have λ = 0, so the gap is 4 eV, from −4 to 0 eV. The spectrum is symmetric about b. At μ = b the occupations of the two members of a pair add up to 1, and the exact chemical potential for 144 electrons is μ* = −2 eV.

At this μ every level is at least 2 eV away. Since f(1 − f) ≤ e^{−|y|}, (19) gives for τ = 0.1 eV

dN/dμ ≤ (2 × 144/0.1) e^{−20} ≈ 5.9·10⁻⁶ per eV.

The slope grows exponentially as μ moves away from b, so a finite shift δ = μ − b > 0 is estimated directly. A pair of levels b ± Δ adds g[f(y₋) − f(y₊)] electrons, with y∓ = (Δ ∓ δ)/τ, and f(y₋) − f(y₊) = (e^{y₊} − e^{y₋})/[(1 + e^{y₋})(1 + e^{y₊})] ≤ e^{−y₋} − e^{−y₊} = 2e^{−Δ/τ} sinh(δ/τ). With 72 pairs and Δ ≥ 2 eV, N − 144 ≤ 288 e^{−20} sinh(δ/τ) ≈ 5.9·10⁻⁷ sinh(δ/τ). An excess of 10⁻⁶ electrons therefore requires sinh(δ/τ) ≥ 1.68, a shift of at least 0.129 eV. The electron number hardly determines μ.

The row sum now gives a = 6 eV. With M = 200, a scan from −3 to −1 eV finds 15 roots of N_M(μ) = 144, between −2.642 and −1.358 eV. Their spacing can be estimated. By (28), the error of N_M contains oscillations of the form cos(nθ_μ + const) with n > M. Odd moments vanish here, because the spectrum is symmetric about b and T_n is odd for odd n, so the first omitted degree is 202. The next degrees have coefficients of similar size, so the whole tail must be summed. Keeping the pole z_0 alone and writing x_i = cos θ_i, the geometric sum over even n ≥ 202 is Σ w_0^n cos nθ_i = (w_0^{200} cos 202θ_i − w_0^{202} cos 200θ_i)/[4(z_0² − x_i²)]. Inside the gap the denominator varies slowly, so the error oscillates as a mixture of the degrees 200 and 202. Near the middle of the window dμ = −a sin θ_μ dθ_μ ≈ −a dθ_μ, which suggests zeros about 6π/202 = 0.093 to 6π/200 = 0.094 eV apart in μ. The central roots are 0.094 eV apart. Towards the ends the spacing becomes irregular, down to 0.070 eV for the outermost pairs, because there the exact N − 144 is no longer negligible: its magnitude reaches 4.5·10⁻⁵. This lowers the mean spacing to 1.283/14 = 0.092 eV.

A root finder returns one of these roots, depending on its starting interval. Across all 15, the energy differs from the exact −681.308 eV by at most 8.6·10⁻⁵ eV, and the free energy from its exact value by at most 4.7·10⁻⁶ eV, as (32) leads one to expect. The grand potential does not share this stability. Since Ω_M = A_M − μ_M N_e, it varies by 144 × 1.283 ≈ 184.8 eV over the roots. E and A may thus be reported from any root under two conditions, both met here: the roots stay many τ away from the band edges, so that the exact E and S hardly change with μ, and M is large enough that the errors bounded by (16) are small over the range of the roots. The bounds (16) do not involve the gap and, for μ inside the window as here, grow when τ is lowered at fixed M. The exact μ and Ω are unique by (19), but the search does not fix them; they need a further prescription, such as the midpoint of the gap, which is exact here because the spectrum is symmetric.

**Proposition 4 (the density matrix).** Let P_M = Σ_{n=0}^{M} f_n T_n(X) be the truncated density matrix per spin, and let E_M be formed with exact coefficients, that is in the limit K → ∞. Then

E_M − g Tr(P_M H) = (ga/2) ( f_{M+1} m_M − f_M m_{M+1} ). (33)

Proof. Write ε = b + ax. The parts proportional to b are gb Σ_{n≤M} f_n m_n in both energies and cancel. For the rest, use x T_n = (T_{n+1} + T_{n−1})/2 for n ≥ 1 and x T_0 = T_1. E_M contains all terms of the series of x f up to degree M. Among them is ½f_{M+1} T_M, which comes from x f_{M+1} T_{M+1} and is absent from xP_M. Conversely, xP_M contains ½f_M T_{M+1}, whose degree is too high for E_M. All other terms agree. Taking traces and multiplying by ga gives (33). ∎

For the first lattice at M = 40 and μ = −2.785 eV, the two energies are −425.335333 and −425.335669 eV. Their difference is 3.36·10⁻⁴ eV, as (33) predicts. Both are about 0.40 eV below the converged energy, so their near agreement says little about their accuracy.

The matrix P_M itself is needed for the electron density and for forces. The search does not supply it. Once μ is known, P_M must be assembled from polynomials up to degree M, of which the moment calculation produced those up to M/2. By (13), T_{M/2+j} = 2T_{M/2}T_j − T_{M/2−j}, so one further matrix product suffices if T_0, …, T_{M/2} were all stored; otherwise more products are needed, for instance a second run of the recursion. What the theorem saves is the repetition of such work for each trial value of μ.

Calculated quantities

```
orbitals: 144, hopping: -1.0 eV
window centre b = -2.0 eV, half width a = 5.0 eV
row-sum half width = 5.00000 eV
lowest, highest eigenvalue = -6.17544, 2.27057 eV
kT = 0.1 eV, electrons = 100, M = 400, K = 800
matrix products for all moments = 199
moments m_0..m_4 = 144.000000 2.081183 -92.282094 -2.070806 18.978036
largest moment error = 3.9e-12
smallest, largest node weight = -0.6882, 2.2092
evaluations of N in the search = 10
mu: moments -2.78544548, diagonalization -2.78544548 eV
N: moments 100.0000000, diagonalization 100.0000000 electrons
E: moments -424.9354173, diagonalization -424.9354173 eV
S: moments 15.4279480, diagonalization 15.4279480 k_B
Omega: moments -147.9336636, diagonalization -147.9336636 eV
free energy E-TS = -426.4782121 eV
pole formula, degrees 3 to 300: largest deviation 3.9e-14
scaled mu = -0.15709
decay rate per degree: exact 0.063576, estimate 0.063622
errors and bounds at fixed mu: N, E (eV), S (k_B), Omega (eV)
M=100 kT=0.1 eV error: 4.8e-03 1.3e-02 3.3e-03 3.4e-05
M=100 kT=0.1 eV bound: 4.0e-01 1.1e+00 1.0e+00 1.7e-02
M=200 kT=0.1 eV error: 2.0e-05 5.5e-05 3.9e-06 3.3e-08
M=200 kT=0.1 eV bound: 7.0e-04 2.0e-03 2.0e-03 1.5e-05
M=400 kT=0.1 eV error: 2.5e-11 6.7e-11 3.0e-11 3.4e-13
M=400 kT=0.1 eV bound: 2.1e-09 5.9e-09 6.1e-09 2.4e-11
M=400 kT=0.05 eV error: 4.5e-06 1.2e-05 5.6e-06 2.4e-08
M=400 kT=0.05 eV bound: 7.0e-04 1.9e-03 2.0e-03 7.9e-06
M=400 kT=0.2 eV error: 1.3e-13 1.1e-13 6.4e-14 2.3e-13
M=400 kT=0.2 eV bound: 2.0e-20 6.0e-20 5.7e-20 2.3e-22
50 electrons, kT=0.1 eV: mu = -4.126632 eV, E = -254.08666 eV
144 electrons, kT=0.1 eV: mu = -1.915455 eV, E = -527.24106 eV
200 electrons, kT=0.1 eV: mu = -0.807906 eV, E = -605.04099 eV
100 electrons, kT=0.2 eV: mu = -2.798067 eV, E = -422.80524 eV
M=40: largest error of N = 0.1627 electrons
M=40: largest defect of the identities = 6.4e-07
dN/dmu = 47.1383 per eV
M=100 shift of mu: found -1.023e-04, predicted -1.024e-04 eV
M=40: E from moments -425.335333, from density matrix -425.335669 eV
M=40: predicted difference = 0.000336 eV
gapped lattice: a = 6.0 eV, M = 200, gap = 4.0000 eV, electrons = 144
gapped lattice: 15 roots from -2.6416 to -1.3584 eV
gapped lattice: exact E = -681.30762 eV
gapped lattice: largest error of E 8.6e-05, of E-TS 4.7e-06 eV
gapped lattice: spread of Omega = 184.772 eV
```
